\section*{Testing three-term Z-expansion energies for helium and Li+}

\section*{Problem}

A two-electron atom with a fixed point nucleus of charge $Ze$ has the nonrelativistic Hamiltonian
\begin{equation}
H=\sum_{i=1}^{2}\left[-\frac{\hbar^2}{2m}\nabla_i^2-\frac{Ze^2}{4\pi\varepsilon_0 r_i}\right]+\frac{e^2}{4\pi\varepsilon_0 r_{12}} .
\end{equation}
For four excited states the second-order coefficients $E_2$ of the expansion in $1/Z$ are given, in hartree:
\[
2\,^3S:\,-0.047409,\quad 2\,^1S:\,-0.114510,\quad 2\,^3P:\,-0.072999,\quad 2\,^1P:\,-0.157028 .
\]
The $S$ states belong to $1s2s$ and the $P$ states to $1s2p$. The $2\,^1P$ value is cut off, not rounded (one more digit gives $-0.1570287$), so $2\,^1P$ energies built on it can be off by one unit in the sixth decimal.

\begin{enumerate}
\item[(a)] Show how the energy depends on $Z$, and find the two coefficients that precede $E_2$.
\item[(b)] Evaluate the energies of He and Li$^+$ with two and with three terms. Which levels lie below the ground state of the one-electron ion?
\item[(c)] Compare the three-term energies with accurate energies of the same Hamiltonian. Is the order of the levels right?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Measure lengths in units of $a_0/Z$. The repulsion then carries a factor $1/Z$ relative to the other terms.
\item The $2s$ and $2p$ orbitals are degenerate at zeroth order. Ask which symmetries forbid their mixing here.
\item For the direct integral, first find the potential of the $1s$ charge. For the exchange integral, one multipole of $1/r_{12}$ survives.
\item An error in the total energy should also be compared with the binding energy of the outer electron.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Scaling and the first two coefficients}

Put $\mathbf r=a_0\boldsymbol\rho/Z$, with $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)=e^2/(4\pi\varepsilon_0a_0)$. The kinetic and nuclear terms scale as $Z^2E_h$, the repulsion as $ZE_h$:
\begin{equation}
H=Z^2E_h\left(h_0+\frac{W}{Z}\right),\quad
h_0=\sum_i\left(-\tfrac12\nabla_{\rho_i}^2-\frac1{\rho_i}\right),\quad W=\frac1{\rho_{12}} .
\end{equation}
Perturbation theory in $1/Z$ for the bracket, multiplied by $Z^2$, gives
\begin{equation}
\frac{E}{E_h}=Z^2E_0+ZE_1+E_2+\frac{E_3}{Z}+\cdots
\end{equation}
From here on, energies are in hartree. The hydrogenic levels $-1/(2n^2)$ give
\begin{equation}
E_0=-\frac12-\frac18=-\frac58 .
\end{equation}
The operator $W$ conserves total $L$, parity and spin, so it does not mix $1s2s\,S$ with $1s2p\,P$, nor singlets with triplets. Nondegenerate perturbation theory therefore applies to each state.

The spatial function is $\psi_0=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, with $a=1s$, $b=2s$ or $2p$, and the upper sign for the singlet. In $\langle W\rangle$ the two direct terms are equal, and so are the two cross terms. Hence
\begin{equation}
E_1=J\pm K .
\end{equation}

\paragraph{Direct integrals.} The radial function $R_{10}=2e^{-\rho}$ gives the potential
\begin{align}
v(\rho)&=\frac1\rho\int_0^\rho4s^2e^{-2s}ds+\int_\rho^\infty4s\,e^{-2s}ds\nonumber\\
&=\frac{1-e^{-2\rho}(1+2\rho+2\rho^2)}{\rho}+e^{-2\rho}(1+2\rho)\nonumber\\
&=\frac1\rho-e^{-2\rho}\left(1+\frac1\rho\right).
\end{align}
By the virial theorem $-1/(2n^2)=-\tfrac12\langle1/\rho\rangle$, so $\langle1/\rho\rangle=1/4$ for $n=2$. The remaining integrals follow from $\int_0^\infty\rho^ke^{-3\rho}d\rho=k!/3^{k+1}$.

With $R_{20}=(1-\rho/2)e^{-\rho/2}/\sqrt2$,
\begin{align}
J_{2s}&=\frac14-\frac12\int_0^\infty(\rho+\rho^2)\left(1-\rho+\frac{\rho^2}4\right)e^{-3\rho}d\rho\nonumber\\
&=\frac14-\frac12\int_0^\infty\left(\rho-\frac34\rho^3+\frac14\rho^4\right)e^{-3\rho}d\rho\nonumber\\
&=\frac14-\frac12\left(\frac19-\frac1{18}+\frac2{81}\right)=\frac14-\frac{13}{324}=\frac{17}{81}.
\end{align}
With $R_{21}=\rho e^{-\rho/2}/(2\sqrt6)$,
\begin{equation}
J_{2p}=\frac14-\frac1{24}\int_0^\infty(\rho^4+\rho^3)e^{-3\rho}d\rho
=\frac14-\frac1{24}\left(\frac{24}{243}+\frac6{81}\right)=\frac{59}{243}.
\end{equation}

\paragraph{Exchange integrals.} The overlap density $ab$ has the angular form $Y_{00}Y_{lm}=Y_{lm}/\sqrt{4\pi}$. It selects the multipole $l$ of $1/\rho_{12}$, and the addition theorem leaves the factor $1/(2l+1)$. Let $P_l=R_{10}R_{2l}$. The regions $s<\rho$ and $s>\rho$ contribute equally, hence the factor 2 below.

For $2s$, $P_0=\sqrt2(1-\rho/2)e^{-3\rho/2}$. Since $\frac{d}{ds}(\tfrac13s^3e^{-3s/2})=(s^2-\tfrac12s^3)e^{-3s/2}$,
\begin{equation}
\int_0^\rho P_0(s)s^2ds=\frac{\sqrt2}{3}\rho^3e^{-3\rho/2},
\end{equation}
and therefore
\begin{align}
K_{2s}&=2\int_0^\infty P_0(\rho)\,\rho\,\frac{\sqrt2}{3}\rho^3e^{-3\rho/2}d\rho
=\frac43\int_0^\infty\left(\rho^4-\frac{\rho^5}2\right)e^{-3\rho}d\rho\nonumber\\
&=\frac43\left(\frac{72}{729}-\frac{60}{729}\right)=\frac{16}{729}.
\end{align}
For $2p$, $P_1=\rho e^{-3\rho/2}/\sqrt6$. The kernel is $s/\rho^2$ for $s<\rho$, and its $\rho^{-2}$ cancels the volume factor $\rho^2$:
\begin{align}
K_{2p}&=\frac13\cdot2\int_0^\infty ds\,s^3P_1(s)\int_s^\infty P_1(\rho)d\rho\nonumber\\
&=\frac19\int_0^\infty s^4\left(\frac{2s}3+\frac49\right)e^{-3s}ds
=\frac19\left(\frac{80}{729}+\frac{96}{2187}\right)=\frac{112}{6561}.
\end{align}
In decimals,
\begin{align}
E_1(2\,^{3}S)&=0.209877-0.021948=0.187929, & E_1(2\,^{1}S)&=0.231824,\nonumber\\
E_1(2\,^{3}P)&=0.242798-0.017071=0.225728, & E_1(2\,^{1}P)&=0.259869,
\end{align}
where the last digits come from unrounded fractions.

A simple picture gives the scale of these numbers. If the inner electron screened one nuclear charge completely, the outer energy would be $-(Z-1)^2/8=-Z^2/8+Z/4-1/8$. This corresponds to $E_1=0.25$ and $E_2=-0.125$, with no further terms. For $E_1$ the deviation is $(J-\tfrac14)\pm K$: $J$ lies below $\tfrac14$ because the outer electron penetrates the $1s$ charge, and exchange adds $\pm K$. The given $E_2$ range from $-0.047$ to $-0.157$, on both sides of $-0.125$.

\subsection*{(b) Two and three terms}

Let $T_2=Z^2E_0+ZE_1$ and $T_3=T_2+E_2$. For the $2\,^1P$ state,
\begin{align}
\text{He:}\quad T_3&=-2.500000+0.519738-0.157028=-2.137290,\nonumber\\
\text{Li}^+:\quad T_3&=-5.625000+0.779607-0.157028=-5.002421.
\end{align}
The other states follow in the same way. The last column, $E_{\rm ref}$, is needed in part (c).
\begin{center}
\begin{tabular}{llccc}
\hline
 & State & $T_2$ & $T_3$ & $E_{\rm ref}$\\
\hline
He & $2\,^3S$ & $-2.124143$ & $-2.171552$ & $-2.175229$\\
 & $2\,^1S$ & $-2.036351$ & $-2.150861$ & $-2.145974$\\
 & $2\,^3P$ & $-2.048544$ & $-2.121543$ & $-2.133164$\\
 & $2\,^1P$ & $-1.980262$ & $-2.137290$ & $-2.123843$\\
\hline
Li$^+$ & $2\,^3S$ & $-5.061214$ & $-5.108623$ & $-5.110727$\\
 & $2\,^1S$ & $-4.929527$ & $-5.044037$ & $-5.040877$\\
 & $2\,^3P$ & $-4.947817$ & $-5.020816$ & $-5.027716$\\
 & $2\,^1P$ & $-4.845393$ & $-5.002421$ & $-4.993351$\\
\hline
\end{tabular}
\end{center}

The one-electron ion has energy $-Z^2/2$. Two terms put a level below it if $-\tfrac58Z^2+ZE_1<-\tfrac12Z^2$, that is, if $Z>8E_1$. For $2\,^1P$ this requires $Z>2.079$, so two terms leave this helium level unbound, at $-1.980$ against $-2$. The second-order term brings it below the threshold. The other seven levels are already below it with two terms.

\subsection*{(c) Comparison with accurate energies}

The reference energies are variational energies of the same Hamiltonian, in a basis that contains $r_{12}$ explicitly. The second root gives $2\,^1S$, the lowest root of its symmetry each of the others. By the min-max theorem these roots are upper bounds. Enlarging the basis changed them by at most $2.0\times10^{-7}$, far less than the differences discussed here. Nuclear motion, relativity and QED are absent on both sides, so the comparison measures the truncation of the series and not agreement with experiment.

Let $\delta=T_3-E_{\rm ref}$, and let $B=-Z^2/2-E_{\rm ref}$ be the binding energy of the outer electron.
\begin{center}
\begin{tabular}{llccc}
\hline
 & State & $\delta$ (hartree) & $\delta$ (eV) & $\delta/B$ (\%)\\
\hline
He & $2\,^3S$ & $+0.003678$ & $+0.100$ & $+2.1$\\
 & $2\,^1S$ & $-0.004887$ & $-0.133$ & $-3.3$\\
 & $2\,^3P$ & $+0.011621$ & $+0.316$ & $+8.7$\\
 & $2\,^1P$ & $-0.013447$ & $-0.366$ & $-10.9$\\
\hline
Li$^+$ & $2\,^3S$ & $+0.002104$ & $+0.057$ & $+0.3$\\
 & $2\,^1S$ & $-0.003160$ & $-0.086$ & $-0.6$\\
 & $2\,^3P$ & $+0.006900$ & $+0.188$ & $+1.3$\\
 & $2\,^1P$ & $-0.009070$ & $-0.247$ & $-1.8$\\
\hline
\end{tabular}
\end{center}

In all eight cases the third term reduces the error of $T_2$. The triplets come out too high and the singlets too low. A value that is too low contradicts no variational principle: $T_2$ is the expectation value of $H$ in $\psi_0$, but $T_3$ is not the expectation value of $H$ in any state we have constructed.

The relative error in $B$ falls faster than $\delta$ itself. At large $Z$ the leading error is $-E_3/Z$ while $B$ grows as $Z^2/8$, so their ratio falls as $Z^{-3}$ in that limit. He and Li$^+$ are not yet there: from $Z=2$ to $Z=3$ the ratio falls by a factor of about 6, not $(3/2)^3=3.4$, mainly because $B$ grows by a factor of 3.5 to 4, closer to the screened estimate $(Z-1)^2/8$ than to $Z^2/8$.

The level order is a sharper test, because the singlet and triplet errors have opposite signs and add in the gap:
\begin{equation}
T_3(\text{singlet})-T_3(\text{triplet})=2KZ+E_2(\text{singlet})-E_2(\text{triplet}).
\label{eq:gap}
\end{equation}
For the helium $P$ levels this is $0.06828-0.08403=-0.01575$, whereas the reference gap is $+0.00932$. Three terms thus place $2\,^1P$ below $2\,^3P$, by an amount larger than the true gap. This inversion is an artefact of truncation. For Li$^+$ the order is right, but the gap is $0.0184$ instead of $0.0344$. The $S$ levels are ordered correctly in both systems. Three terms also place $2\,^1S$ below $2\,^3P$ in both systems, as the reference does, whereas two terms give the opposite order because $E_1(2\,^3P)<E_1(2\,^1S)$.

\section*{Variation 1: add the fourth term}

\emph{Does $E_3/Z$ explain the errors?} Choose the corrections $\psi_1,\psi_2,\ldots$ orthogonal to $\psi_0$. The first two orders of the eigenvalue equation are
\begin{align}
(h_0-E_0)\psi_1&=-(W-E_1)\psi_0,\nonumber\\
(h_0-E_0)\psi_2&=-(W-E_1)\psi_1+E_2\psi_0 .
\end{align}
Projecting the third order on $\psi_0$, then using these two equations in turn, gives
\begin{equation}
E_3=\langle\psi_0|W-E_1|\psi_2\rangle=-\langle\psi_1|h_0-E_0|\psi_2\rangle=\langle\psi_1|W-E_1|\psi_1\rangle .
\end{equation}
The term with $E_2$ drops out because $\langle\psi_1|\psi_0\rangle=0$. Evaluated in the correlated basis, $E_3$ is $-0.00487$, $0.00933$, $-0.01659$ and $0.02611$ for $2\,^3S$, $2\,^1S$, $2\,^3P$ and $2\,^1P$.

The signs are those needed to lower the triplets and raise the singlets. For helium the errors become
\begin{align}
2\,^3S:&\quad 0.00368-0.00244=+0.00124, & 2\,^1S:&\quad -0.00489+0.00466\approx-0.0002,\nonumber\\
2\,^3P:&\quad 0.01162-0.00829=+0.00333, & 2\,^1P:&\quad -0.01345+0.01305\approx-0.0004 .
\end{align}
The fourth term accounts for most of each error. It also changes the $P$ gap by $0.01305+0.00829=0.02134$, to $+0.0056$, which restores the order. The triplets keep a larger remainder at $Z=2$, so the sum of the higher terms is larger for them. A small remainder does not show that each higher term is small, because terms of opposite sign can cancel.

\section*{Variation 2: where do the three-term levels cross?}

\emph{Treat $Z$ as continuous and find where the gap (\ref{eq:gap}) vanishes.} The condition is
\begin{equation}
Z_c=\frac{E_2(\text{triplet})-E_2(\text{singlet})}{2K}.
\end{equation}
For the $P$ pair, $Z_c=0.084029/0.034141=2.461$, between helium and Li$^+$. For the $S$ pair, $Z_c=0.067101/0.043896=1.53$, below helium. This is why the inversion appears for one pair in one of the two systems.

The crossing does not correspond to a different level order in the two systems: the reference $P$ gap is positive at both $Z=2$ and $Z=3$. It marks where the second-order difference overtakes the first-order exchange splitting, and so warns that three terms are not enough for this gap at smaller $Z$.

\section*{Table of computed values}
\begin{verbatim}
1 hartree = 27.211386 eV;  E0 = -0.625 hartree
1s2s: J = 17/81 = 0.209877, K = 16/729 = 0.021948 hartree
1s2p: J = 59/243 = 0.242798, K = 112/6561 = 0.017071 hartree
Coefficients (hartree): E1 closed, E1 numerical, E2 supplied, E2 computed, E3 computed
2 3S: 0.187929 0.187929 -0.047409 -0.047409 -0.00487
2 1S: 0.231824 0.231824 -0.114510 -0.114510 0.00933
2 3P: 0.225728 0.225728 -0.072999 -0.072999 -0.01659
2 1P: 0.259869 0.259869 -0.157028 -0.157029 0.02611
2 1S E2 without compact functions = -0.1145032, with them = -0.1145100 hartree
He: Z^2 E0 = -2.500000, one-electron ion = -2.000000 hartree
  state: Z E1, two-term, three-term, reference (hartree)
  2 3S: 0.375857 -2.124143 -2.171552 -2.175229
  2 1S: 0.463649 -2.036351 -2.150861 -2.145974
  2 3P: 0.451456 -2.048544 -2.121543 -2.133164
  2 1P: 0.519738 -1.980262 -2.137290 -2.123843
  state: three-term minus reference (hartree, eV, % of outer binding), E3/Z (hartree)
  2 3S: +0.003678 +0.1001 +2.10 -0.00244
  2 1S: -0.004887 -0.1330 -3.35 +0.00466
  2 3P: +0.011621 +0.3162 +8.73 -0.00829
  2 1P: -0.013447 -0.3659 -10.86 +0.01305
  S singlet minus triplet (hartree): three-term +0.020690, reference +0.029255
  P singlet minus triplet (hartree): three-term -0.015747, reference +0.009321
Li+: Z^2 E0 = -5.625000, one-electron ion = -4.500000 hartree
  state: Z E1, two-term, three-term, reference (hartree)
  2 3S: 0.563786 -5.061214 -5.108623 -5.110727
  2 1S: 0.695473 -4.929527 -5.044037 -5.040877
  2 3P: 0.677183 -4.947817 -5.020816 -5.027716
  2 1P: 0.779607 -4.845393 -5.002421 -4.993351
  state: three-term minus reference (hartree, eV, % of outer binding), E3/Z (hartree)
  2 3S: +0.002104 +0.0573 +0.34 -0.00162
  2 1S: -0.003160 -0.0860 -0.58 +0.00311
  2 3P: +0.006900 +0.1878 +1.31 -0.00553
  2 1P: -0.009070 -0.2468 -1.84 +0.00870
  S singlet minus triplet (hartree): three-term +0.064586, reference +0.069851
  P singlet minus triplet (hartree): three-term +0.018394, reference +0.034365
Three-term 2P levels cross at Z = 2.461
Largest change on basis enlargement = 2.0e-07 hartree
Largest departure of virial ratio -V/T from 2 = 6.6e-08
\end{verbatim}
